# Edge-Dislocation Spacing in a Relaxed Germanium Film on Silicon: a program that tests the result

```python
"""Mean spacing of pure edge misfit dislocations, relaxed Ge on Si(001).

Result under test: d = a_f*a_s/(a_f - a_s)
a_f, a_s : surface periods of film (Ge) and substrate (Si), in nm
d        : mean dislocation spacing along the interface, in nm
Each pure edge dislocation ends one extra substrate half-plane.
"""
import itertools
import numpy as np

a_f, a_s = 0.400, 0.384


def spacing(film, substrate):
    return film * substrate / (film - substrate)


def counted_spacing(film, substrate, rows=40000, shift=0.03):
    """Locate substrate rows skipped by the nearest-row assignment."""
    x = shift + film * np.arange(rows)
    nearest = np.rint(x / substrate).astype(int)
    skipped = np.flatnonzero(np.diff(nearest) == 2)
    return (x[skipped[-1]] - x[skipped[0]]) / (len(skipped) - 1)


def array_strain(b, d, y, poisson, terms=200000):
    """In-plane strain at height y from a sum of edge-dislocation fields.

    Extra half-planes lie at y < 0; the shear modulus is set to 1.
    The sample point lies a fraction 0.2 of a spacing from a core.
    """
    x = (np.arange(-terms, terms + 1) + 0.2) * d
    r4 = (x**2 + y**2)**2
    pref = b / (2 * np.pi * (1 - poisson))
    s_xx = pref * np.sum(y * (3 * x**2 + y**2) / r4)
    s_yy = -pref * np.sum(y * (x**2 - y**2) / r4)
    return ((1 - poisson) * s_xx - poisson * s_yy) / 2


d = spacing(a_f, a_s)
f_s = (a_f - a_s) / a_s
f_f = (a_f - a_s) / a_f

# First coincidence of the two row sets, using integer picometres.
pm_f, pm_s = round(1000 * a_f), round(1000 * a_s)
common = {pm_f * i for i in range(1, 200)} & {pm_s * i for i in range(1, 200)}
first_pm = min(common)
n_f, n_s = first_pm // pm_f, first_pm // pm_s
assert abs(first_pm / 1000 - d) < 1e-9
assert n_s - n_f == 1

# Incomplete relaxation: one tenth of the misfit is retained.
retained = 0.1
a_partial = a_f - retained * (a_f - a_s)
d_partial = spacing(a_partial, a_s)

# Relaxation at growth temperature, then cooling with frozen dislocations.
alpha_s, alpha_f, delta_T = 4e-6, 7e-6, 600.0
hot_s = a_s * (1 + alpha_s * delta_T)
hot_f = a_f * (1 + alpha_f * delta_T)
d_hot = spacing(hot_f, hot_s)
d_cold = d_hot * a_s / hot_s
cold_f = 1 / (1 / a_s - 1 / d_cold)
thermal_strain = cold_f / a_f - 1
expected_strain = (alpha_f - alpha_s) * delta_T
assert abs(thermal_strain / expected_strain - 1) < 0.01

# End effects in the count are below one film row over about 1500 gaps.
d_count = counted_spacing(a_f, a_s)
for film, sub in ((a_f, a_s), (a_partial, a_s), (hot_f, hot_s),
                  (cold_f, a_s)):
    assert abs(counted_spacing(film, sub) - spacing(film, sub)) < 1e-3

# Elastic far field must cancel the misfit, up to second order in misfit.
b_mean = (a_f + a_s) / 2
misfit_mean = (a_f - a_s) / b_mean
for poisson in (0.0, 0.28):
    up = array_strain(b_mean, d, 3 * d, poisson)
    down = array_strain(b_mean, d, -3 * d, poisson)
    assert up > 0 > down
    assert abs((up - down) / misfit_mean - 1) < 1e-3
jump = up - down
d_linear = b_mean**2 / (a_f - a_s)
assert abs(d_linear / d - 1) < misfit_mean**2

# All a/2<110> Burgers vectors for a line along [1,-1,0].
cubic = np.sqrt(2) * a_f
line = np.array([1, -1, 0]) / np.sqrt(2)
across = np.array([1, 1, 0]) / np.sqrt(2)
vectors = [np.array(v) * cubic / 2
           for v in itertools.product((-1, 0, 1), repeat=3)
           if sum(abs(c) for c in v) == 2]
assert len(vectors) == 12
full, half = [], []
for b in vectors:
    useful = abs(b @ across) / a_f
    angle = np.degrees(np.arccos(min(1.0, abs(b @ line)
                                     / np.linalg.norm(b))))
    if abs(useful - 1) < 1e-9:
        full.append(angle)
    elif abs(useful - 0.5) < 1e-9:
        half.append(angle)
    else:
        assert useful < 1e-9 and angle < 1e-4
assert len(full) == 2 and np.allclose(full, 90)
assert len(half) == 8 and np.allclose(half, 60)
d_60 = 0.5 * a_f / f_s
jump_60 = (array_strain(b_mean / 2, d_60, 3 * d, 0.28)
           - array_strain(b_mean / 2, d_60, -3 * d, 0.28))
assert abs(jump_60 / misfit_mean - 1) < 1e-3

# Largest and smallest answers allowed by rounding of the two periods.
rounding = 0.0005
corners = [spacing(a_f + i * rounding, a_s + j * rounding)
           for i in (-1, 1) for j in (-1, 1)]

print(f"Ge surface period: {a_f:.3f} nm")
print(f"Si surface period: {a_s:.3f} nm")
print(f"Period difference: {a_f - a_s:.3f} nm")
print(f"Misfit relative to Si: {100 * f_s:.3f} %")
print(f"Misfit relative to Ge: {100 * f_f:.3f} %")
print(f"Edge-dislocation spacing, formula: {d:.3f} nm")
print(f"Edge-dislocation spacing, row count: {d_count:.3f} nm")
print(f"First coincidence: {first_pm / 1000:.3f} nm")
print(f"Ge periods in it: {n_f} (number)")
print(f"Si periods in it: {n_s} (number)")
print(f"Ge period / misfit to Si: {a_f / f_s:.3f} nm")
print(f"Si period / misfit to Ge: {a_s / f_f:.3f} nm")
print(f"Wrong pairing, Si period / misfit to Si: {a_s / f_s:.3f} nm")
print(f"Wrong pairing, Ge period / misfit to Ge: {a_f / f_f:.3f} nm")
print(f"Mean period used in elasticity: {b_mean:.3f} nm")
print(f"Misfit relative to mean period: {100 * misfit_mean:.3f} %")
print(f"Strain jump from summed fields: {100 * jump:.3f} %")
print(f"Spacing from linear elasticity: {d_linear:.3f} nm")
print(f"Spacing for 60-degree dislocations: {d_60:.3f} nm")
print(f"Rounding allowance per period: {rounding:.4f} nm")
print(f"Smallest spacing from rounding: {min(corners):.2f} nm")
print(f"Largest spacing from rounding: {max(corners):.2f} nm")
print(f"Retained part of misfit: {100 * retained:.0f} %")
print(f"Ge period with retained misfit: {a_partial:.4f} nm")
print(f"Spacing with retained misfit: {d_partial:.2f} nm")
print(f"Rough Si expansion coefficient: {alpha_s * 1e6:.0f} ppm/K")
print(f"Rough Ge expansion coefficient: {alpha_f * 1e6:.0f} ppm/K")
print(f"Growth temperature above room: {delta_T:.0f} K")
print(f"Si period at growth: {hot_s:.5f} nm")
print(f"Ge period at growth: {hot_f:.5f} nm")
print(f"Relaxed spacing at growth: {d_hot:.2f} nm")
print(f"Frozen spacing after cooling: {d_cold:.2f} nm")
print(f"Ge period after cooling: {cold_f:.5f} nm")
print(f"Tensile Ge strain after cooling: {100 * thermal_strain:.2f} %")
print("checks complete")
```

Output:

```
Ge surface period: 0.400 nm
Si surface period: 0.384 nm
Period difference: 0.016 nm
Misfit relative to Si: 4.167 %
Misfit relative to Ge: 4.000 %
Edge-dislocation spacing, formula: 9.600 nm
Edge-dislocation spacing, row count: 9.600 nm
First coincidence: 9.600 nm
Ge periods in it: 24 (number)
Si periods in it: 25 (number)
Ge period / misfit to Si: 9.600 nm
Si period / misfit to Ge: 9.600 nm
Wrong pairing, Si period / misfit to Si: 9.216 nm
Wrong pairing, Ge period / misfit to Ge: 10.000 nm
Mean period used in elasticity: 0.392 nm
Misfit relative to mean period: 4.082 %
Strain jump from summed fields: 4.083 %
Spacing from linear elasticity: 9.604 nm
Spacing for 60-degree dislocations: 4.800 nm
Rounding allowance per period: 0.0005 nm
Smallest spacing from rounding: 9.03 nm
Largest spacing from rounding: 10.24 nm
Retained part of misfit: 10 %
Ge period with retained misfit: 0.3984 nm
Spacing with retained misfit: 10.62 nm
Rough Si expansion coefficient: 4 ppm/K
Rough Ge expansion coefficient: 7 ppm/K
Growth temperature above room: 600 K
Si period at growth: 0.38492 nm
Ge period at growth: 0.40168 nm
Relaxed spacing at growth: 9.23 nm
Frozen spacing after cooling: 9.20 nm
Ge period after cooling: 0.40072 nm
Tensile Ge strain after cooling: 0.18 %
checks complete
```
